# Multiplet strengths for one electron leaving an open shell: test program

```python
"""
Result under test: the electric-dipole multiplet strength
  l^N (S L) -> l^(N-1)(S1 L1) l' (S L'):
  strength = (2S+1)(2L+1)(2L'+1) N cfp^2 {l L L1; L' l' 1}^2 max(l,l') R^2
cfp : coefficient of fractional parentage of the parent S1 L1 in l^N S L
{}  : Wigner 6j symbol;  R : radial integral of r between the l and l' orbitals
strength : sum over all magnetic quantum numbers and the three components q of
           |<initial| sum_i r_q(i) |final>|^2, in units of a0^2.
Direct side: Slater determinants, dipole operator acting on every electron.
"""
from bisect import bisect
from collections import defaultdict
from functools import lru_cache
from itertools import combinations, permutations
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import lpmv
from sympy.physics.wigner import clebsch_gordan, wigner_6j

LETTER = "SPDFGHIKLM"


@lru_cache(None)
def sixj_squared(l, L, L1, Lp, lp):
    return sp.nsimplify(wigner_6j(l, L, L1, Lp, lp, 1) ** 2)


@lru_cache(None)
def cg(a, ma, b, mb, c, mc):
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    return float(clebsch_gordan(a, b, c, ma, mb, mc))


def harmonic(l, m, x, phi):
    a = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, x) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1)**a * np.conj(y)


@lru_cache(None)
def angular_dipole(l, lp):
    """Quadrature of <l m| sqrt(4 pi/3) Y_1q |l' m'>, indices q+1, m+l, m'+l'."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    x, phi = np.meshgrid(nodes, 2*pi*np.arange(16)/16, indexing="ij")
    w = weights[:, None] * 2*pi/16
    out = np.zeros((3, 2*l + 1, 2*lp + 1))
    for q in (-1, 0, 1):
        op = sqrt(4*pi/3) * harmonic(1, q, x, phi)
        for m in range(-l, l + 1):
            for n in range(-lp, lp + 1):
                val = np.sum(w * np.conj(harmonic(l, m, x, phi)) * op
                             * harmonic(lp, n, x, phi))
                assert abs(val.imag) < 1e-12
                out[q + 1, m + l, n + lp] = val.real
    out[abs(out) < 1e-12] = 0.0
    return out


def spin_orbitals(shells):
    return [(a, l, m, s) for a, l in enumerate(shells)
            for m in range(l, -l - 1, -1) for s in (0.5, -0.5)]


def angular_momenta(orbs, active):
    """One-electron L+, Lz, S+, Sz acting only on the shells listed in active."""
    lplus, lz, splus, sz = np.zeros((4, len(orbs), len(orbs)))
    for i, (a, l, m, s) in enumerate(orbs):
        for j, (b, _, n, t) in enumerate(orbs):
            if a != b or a not in active:
                continue
            if i == j:
                lz[i, i], sz[i, i] = m, s
            if s == t and m == n + 1:
                lplus[i, j] = sqrt(l*(l + 1) - n*(n + 1))
            if m == n and s == t + 1:
                splus[i, j] = 1.0
    return lplus, lz, splus, sz


def dipole_matrices(orbs):
    """Radial integral 1 between shells 0 and 1, and 0.7 for any other pair."""
    h = np.zeros((3, len(orbs), len(orbs)))
    for i, (a, l, m, s) in enumerate(orbs):
        for j, (b, lp, n, t) in enumerate(orbs):
            if s == t:
                radial = 1.0 if {a, b} == {0, 1} else 0.7
                h[:, i, j] = radial * angular_dipole(l, lp)[:, m + l, n + lp]
    return h


def many_body(h, bras, kets):
    """Matrix of a sum of one-electron operators between determinants."""
    index = {d: i for i, d in enumerate(bras)}
    out = np.zeros((len(bras), len(kets)))
    targets = [np.nonzero(h[:, q])[0].tolist() for q in range(len(h))]
    for col, det in enumerate(kets):
        for k, q in enumerate(det):
            rest = det[:k] + det[k + 1:]
            for p in targets[q]:
                if p in rest:
                    continue
                pos = bisect(rest, p)
                row = index.get(rest[:pos] + (p,) + rest[pos:])
                if row is not None:
                    out[row, col] += (-1)**abs(k - pos) * h[p, q]
    return out


def casimir(plus, z):
    return plus.T @ plus + z @ z + z


def labelled(casimirs, extra=0.0):
    """Common eigenvectors and the multiplicities 2J+1 of each J(J+1)."""
    mix = sum(w*c for w, c in zip(np.sqrt([2, 3, 5, 7]), casimirs)) + extra
    vecs = np.linalg.eigh(mix)[1]
    labels = []
    for c in casimirs:
        mult = np.sqrt(1 + 4*np.einsum("ij,ij->j", vecs, c @ vecs))
        assert np.max(abs(mult - np.round(mult))) < 1e-7
        labels.append(np.round(mult).astype(int).tolist())
    return vecs, list(zip(*labels))


def grouped(labels):
    groups = defaultdict(list)
    for i, key in enumerate(labels):
        groups[key].append(i)
    return groups


def product_space(h, electrons):
    n = len(h)
    return sum(np.kron(np.kron(np.eye(n**k), h), np.eye(n**(electrons - k - 1)))
               for k in range(electrons))


def parity(perm):
    return (-1)**sum(a > b for a, b in combinations(perm, 2))


def analyse(l, lp, N):
    """Compare direct and derived strengths for all multiplets (R = 1)."""
    orbs = spin_orbitals([l, lp])
    n = 2*(2*l + 1)
    initial = list(combinations(range(n), N))
    final = [d + (p,) for d in combinations(range(n), N - 1)
             for p in range(n, len(orbs))]
    total, parent = angular_momenta(orbs, (0, 1)), angular_momenta(orbs, (0,))

    li, lzi, si, szi = [many_body(h, initial, initial) for h in total]
    vecs, terms = labelled([casimir(li, lzi), casimir(si, szi)],
                           sqrt(11)*lzi + sqrt(13)*szi)
    lf, lzf, sf, szf = [many_body(h, final, final) for h in total]
    l1, lz1, s1, sz1 = [many_body(h, final, final) for h in parent]
    fvecs, flabels = labelled([casimir(l1, lz1), casimir(s1, sz1),
                               casimir(lf, lzf), casimir(sf, szf)])
    fgroups = grouped(flabels)
    dip = [many_body(h, initial, final) for h in dipole_matrices(orbs)]

    # parents of electrons 1..N-1 in the space of plain orbital products
    lp1, lz_1, sp1, sz_1 = [product_space(h[:n, :n], N - 1) for h in parent]
    pvecs, plabels = labelled([casimir(lp1, lz_1), casimir(sp1, sz_1)])
    pgroups = grouped(plabels)

    ml = np.einsum("ij,ij->j", vecs, lzi @ vecs)
    ms = np.einsum("ij,ij->j", vecs, szi @ vecs)
    records, predicted_sum, worst = [], defaultdict(float), 0.0
    for i, (mL, mS) in enumerate(terms):
        if abs(2*ml[i] + 1 - mL) > 1e-6 or abs(2*ms[i] + 1 - mS) > 1e-6:
            continue
        v, L, g = vecs[:, i], (mL - 1)//2, mL*mS
        psi = np.zeros((n,)*N)
        for c, det in zip(v, initial):
            for perm in permutations(range(N)):
                psi[tuple(det[k] for k in perm)] = (parity(perm)*c
                                                    / sqrt(factorial(N)))
        psi = psi.reshape(n**(N - 1), n)
        removal = {key: np.sum((pvecs[:, cols].T @ psi)**2, axis=0)
                   for key, cols in pgroups.items()}
        cfp2 = {key: w.sum() for key, w in removal.items()}
        assert abs(sum(cfp2.values()) - 1) < 1e-10
        images = [d.T @ v for d in dip]
        by_parent = defaultdict(float)
        for key, cols in fgroups.items():
            mL1, mS1, mLp, mSf = key
            direct = g*sum(np.sum((fvecs[:, cols].T @ w)**2) for w in images)
            six = sixj_squared(l, L, (mL1 - 1)//2, (mLp - 1)//2, lp)
            formula = (g*mLp*N*cfp2[(mL1, mS1)]*float(six)*max(l, lp)
                       if mSf == mS else 0.0)
            worst = max(worst, abs(direct - formula))
            assert abs(direct - formula) < 1e-8
            by_parent[(mL1, mS1)] += direct
            predicted_sum[(mL, mS), key] += formula
            records.append(dict(term=(mL, mS), final=key, direct=direct,
                                formula=formula, six=six,
                                cfp2=cfp2[(mL1, mS1)], removal=removal, v=v))
        share = g*N*max(l, lp)/(2*l + 1)
        for key, value in by_parent.items():
            assert abs(value - share*cfp2[key]) < 1e-8
        assert abs(g*sum(np.sum(w**2) for w in images) - share) < 1e-8
    # the full sum over every initial magnetic state, repeated terms included
    for term, rows in grouped(terms).items():
        half = [vecs[:, rows].T @ d for d in dip]
        for key, cols in fgroups.items():
            full = sum(np.sum((h @ fvecs[:, cols])**2) for h in half)
            assert abs(full - predicted_sum[term, key]) < 1e-7
    return records, worst, initial, final, dip, orbs


# one-electron reduced element squared equals max(l,l')
for a, b in ((0, 1), (1, 0), (1, 2), (2, 1), (2, 3), (3, 2)):
    assert abs(np.sum(angular_dipole(a, b)**2) - max(a, b)) < 1e-11

# reduced element of an operator on the second part, sign included
recoupling_cases = 0
for l, lp in ((1, 0), (1, 2), (2, 1)):
    for L1 in range(4):
        for L in range(abs(L1 - l), L1 + l + 1):
            for Lp in range(abs(L1 - lp), L1 + lp + 1):
                if not abs(L - Lp) <= 1 <= L + Lp:
                    continue
                acc = 0.0
                for q in (-1, 0, 1):
                    for M1 in range(-L1, L1 + 1):
                        m = L - M1
                        acc += (cg(Lp, L - q, 1, q, L, L)
                                * cg(L1, M1, l, m, L, L)
                                * cg(L1, M1, lp, m - q, Lp, L - q)
                                * cg(lp, m - q, 1, q, l, m))
                explicit = acc*sqrt(2*L + 1)/sqrt(2*l + 1)
                derived = ((-1)**(L1 + lp + 1 + L)*sqrt((2*L + 1)*(2*Lp + 1))
                           * float(wigner_6j(l, L, L1, Lp, lp, 1)))
                assert abs(explicit - derived) < 1e-11
                recoupling_cases += 1

print("Direct determinant strengths against the formula (R = 1)")
for l, lp, N in ((1, 2, 3), (1, 0, 3), (1, 2, 4), (2, 1, 3), (2, 3, 3)):
    result = analyse(l, lp, N)
    if (l, lp, N) == (1, 2, 3):
        example = result
    a, b = "spdf"[l], "spdf"[lp]
    nonzero = sum(r["formula"] > 1e-9 for r in result[0])
    print(f"{a}^{N} -> {a}^{N-1} {b}: {len(result[0])} pairs, "
          f"{nonzero} nonzero, agree to 1e-8: {result[1] < 1e-8}")
print(f"Recoupling formula, cases checked with sign: {recoupling_cases}")

# a closed s shell that can exchange electrons with p leaves the matrix unchanged
records, _, initial, final, dip, orbs = example
core_orbs = spin_orbitals([1, 2, 0])
core = (len(orbs), len(orbs) + 1)
core_dipole = dipole_matrices(core_orbs)
assert np.max(abs(core_dipole[:, :6, core[0]:])) > 0.1
for q in range(3):
    with_core = many_body(core_dipole[q], [d + core for d in initial],
                          [d + core for d in final])
    assert np.allclose(with_core, dip[q], atol=1e-12)

# hydrogenic radial functions P(r) = r R(r), Rydberg units
Z = 4
r = sp.symbols("r", positive=True)
P2p = sp.sqrt(Z)*(Z*r)**2*sp.exp(-Z*r/2)/(2*sp.sqrt(6))
P3d = sp.sqrt(Z)*4*(Z*r)**3*sp.exp(-Z*r/3)/(81*sp.sqrt(30))
for P, n, l in ((P2p, 2, 1), (P3d, 3, 2)):
    residual = (-sp.diff(P, r, 2) + (l*(l + 1)/r**2 - 2*Z/r
                + sp.Rational(Z**2, n**2))*P)
    assert sp.simplify(residual/P) == 0
    assert abs(quad(sp.lambdify(r, P**2), 0, 40)[0] - 1) < 1e-8
R = quad(sp.lambdify(r, P2p*r*P3d), 0, 40)[0]
R_closed = 4*720*(6/5)**7/(81*sqrt(30)*2*sqrt(6)*Z)
assert abs(R - R_closed) < 1e-8

print("Example: 2p^3 2D -> 2p^2 3d, hydrogenic orbitals")
print(f"Common charge Z = {Z}")
print(f"Radial integral R = {R:.5f} a0")
print(f"R^2 = {R*R:.5f} a0^2")

chosen = [x for x in records if x["term"] == (5, 2) and x["formula"] > 1e-9]
v = chosen[0]["v"]
top = int(np.argmax(abs(v)))
assert abs(abs(v[top]) - 1) < 1e-10
names = [f"(m={orbs[p][2]}, ms={orbs[p][3]:+.1f})" for p in initial[top]]
print("2D, M_L=2, M_S=1/2 is the single determinant of")
print("  " + " ".join(names))
print("Weights when the last electron is in the orbital shown:")
for p, name in zip(initial[top], names):
    w = chosen[0]["removal"]
    print(f"  {name}: 3P {w[(3, 3)][p]:.5f}, 1D {w[(5, 1)][p]:.5f}, "
          f"1S {w[(1, 1)][p]:.5f}")
for key, name in (((3, 3), "3P"), ((5, 1), "1D")):
    print(f"Squared parentage coefficient, {name}: "
          f"{chosen[0]['removal'][key].sum():.5f}")

print("Final multiplet: 6j^2; strength/R^2 formula, direct; strength")
subtotal = defaultdict(float)
for x in sorted(chosen, key=lambda y: (-y["final"][1], y["final"][2])):
    mL1, mS1, mLp, mS = x["final"]
    parent_name = f"{mS1}{LETTER[(mL1 - 1)//2]}"
    subtotal[parent_name] += x["direct"]*R*R
    print(f"  ({parent_name})3d {mS}{LETTER[(mLp - 1)//2]}: {x['six']}; "
          f"{x['formula']:.5f}, {x['direct']:.5f}; "
          f"{x['formula']*R*R:.4f} a0^2")
for name, value in subtotal.items():
    print(f"Subtotal for parent {name}: {value:.4f} a0^2")
total = sum(subtotal.values())
sum_rule = 10*3*2/3*R*R
assert abs(total - sum_rule) < 1e-7
bohr = physical_constants["Bohr radius"][0]
print(f"Total strength, added up: {total:.4f} a0^2")
print(f"Total strength, sum rule: {sum_rule:.4f} a0^2")
print(f"Total strength, converted: {total*bohr**2*1e20:.4f} x 1e-20 m^2")
print("verified")
```

Running it gives:

```
Direct determinant strengths against the formula (R = 1)
p^3 -> p^2 d: 36 pairs, 13 nonzero, agree to 1e-8: True
p^3 -> p^2 s: 12 pairs, 6 nonzero, agree to 1e-8: True
p^4 -> p^3 d: 54 pairs, 13 nonzero, agree to 1e-8: True
d^3 -> d^2 p: 152 pairs, 48 nonzero, agree to 1e-8: True
d^3 -> d^2 f: 264 pairs, 64 nonzero, agree to 1e-8: True
Recoupling formula, cases checked with sign: 60
Example: 2p^3 2D -> 2p^2 3d, hydrogenic orbitals
Common charge Z = 4
Radial integral R = 1.18700 a0
R^2 = 1.40896 a0^2
2D, M_L=2, M_S=1/2 is the single determinant of
  (m=1, ms=+0.5) (m=1, ms=-0.5) (m=0, ms=+0.5)
Weights when the last electron is in the orbital shown:
  (m=1, ms=+0.5): 3P 0.16667, 1D 0.16667, 1S 0.00000
  (m=1, ms=-0.5): 3P 0.33333, 1D 0.00000, 1S 0.00000
  (m=0, ms=+0.5): 3P 0.00000, 1D 0.33333, 1S 0.00000
Squared parentage coefficient, 3P: 0.50000
Squared parentage coefficient, 1D: 0.50000
Final multiplet: 6j^2; strength/R^2 formula, direct; strength
  (3P)3d 2P: 1/900; 0.10000, 0.10000; 0.1409 a0^2
  (3P)3d 2D: 1/100; 1.50000, 1.50000; 2.1134 a0^2
  (3P)3d 2F: 1/25; 8.40000, 8.40000; 11.8353 a0^2
  (1D)3d 2P: 1/100; 0.90000, 0.90000; 1.2681 a0^2
  (1D)3d 2D: 7/300; 3.50000, 3.50000; 4.9314 a0^2
  (1D)3d 2F: 2/75; 5.60000, 5.60000; 7.8902 a0^2
Subtotal for parent 3P: 14.0896 a0^2
Subtotal for parent 1D: 14.0896 a0^2
Total strength, added up: 28.1793 a0^2
Total strength, sum rule: 28.1793 a0^2
Total strength, converted: 7.8910 x 1e-20 m^2
verified
```
